# Can zero-order reflectance measure a line width below the imaging limit?

**The argument under review.** The author considers parallel lines of period 1000 Å, viewed in vacuum with light of 2 to 4 eV. Half the shortest wavelength is 1550 Å, so the image shows no lines. The author concludes that the reflected light cannot fix the line width, and that any quoted width uncertainty far below 1550 Å must be an artefact of the fit. The first conclusion, about the image, is correct. The second does not follow from it.

**What the image loses**

Let the lines run along $y$ and repeat along $x$ with period $p$, and let $G=2\pi/p$. In atomic units $k=\omega/c$, with $c=1/\alpha$. An incident wave with lateral wavenumber $k_x$ produces orders $k_x+mG$. An order propagates in vacuum if $|k_x+mG|\le k$. Two propagating orders are at least $G$ apart inside an interval of length $2k$, so they require
$$G\le 2k\quad\Longleftrightarrow\quad p\ge\lambda/2 .$$
Here $p<\lambda/2$. Each incident wave returns one propagating wave, of uniform intensity, and the image is blank.

That wave still has an amplitude. The relevant question is whether the amplitude depends on the width.

**How the width enters the amplitude**

Take rectangular, lossless lines of width $w$, height $h$ and permittivity $\epsilon_L$ in vacuum, on a substrate of permittivity $\epsilon_s=n_s^2$. Light arrives at normal incidence, travelling towards $+z$, with its electric field $E$ along $y$ and time factor $e^{-i\omega t}$. The lines occupy $0<z<h$. Since $E$ does not vary along $y$, its divergence vanishes and Maxwell's equations reduce to
$$(\partial_x^2+\partial_z^2+k^2\epsilon)E=0 .$$

To solve this, centre a line at $x=0$ and write $E=\sum_m\phi_m(x)E_m(z)$, with $\phi_0=1$ and $\phi_m=\sqrt2\cos(mGx)$. Projection on $\phi_m$ gives, among the lines,
$$E_m''+\sum_n A_{mn}E_n=0,\qquad A_{mn}=k^2\epsilon_{mn}-(mG)^2\delta_{mn},$$
where $\epsilon_{mn}=p^{-1}\int_0^p\phi_m\epsilon\,\phi_n\,dx$. Diagonalizing $A$ gives modes varying as $e^{\pm iqz}$, where $q^2$ is an eigenvalue. Above the lines $E_m=\delta_{m0}e^{ikz}+r_me^{-ik_mz}$, with $k_m^2=k^2-(mG)^2$. Continuity of $E$ and $\partial_zE$, after elimination of $r_m$, requires
$$E_m'(0)+ik_mE_m(0)=2ik\,\delta_{m0},\qquad E_m'(h)=ik_m^sE_m(h),$$
with $(k_m^s)^2=\epsilon_sk^2-(mG)^2$. These linear equations fix the mode amplitudes and hence $r=r_0$ and $R=|r|^2$.

Now widen the line by $dw$. The permittivity changes by $\delta\epsilon$ and the field by $\delta E$, where to first order in $dw$
$$(\nabla^2+k^2\epsilon)\delta E=-k^2\,\delta\epsilon\,E .$$
Multiply by $E$ and subtract $\delta E$ times the original equation:
$$\nabla\cdot(E\nabla\delta E-\delta E\nabla E)=-k^2\,\delta\epsilon\,E^2 .$$
Integrate over one period, between a plane above the lines and one inside the substrate. The side terms cancel by periodicity. On the lower plane both fields contain outgoing harmonics alone, so each harmonic cancels in the antisymmetric combination. The evanescent harmonics cancel likewise on the upper plane. The zero harmonic there has $E_0=e^{ikz}+re^{-ikz}$ and $\delta E_0=\delta r\,e^{-ikz}$, so
$$E_0\,\delta E_0'-\delta E_0\,E_0'=-ik\,\delta r(1+re^{-2ikz})-ik\,\delta r(1-re^{-2ikz})=-2ik\,\delta r .$$
The outward normal on this plane is $-z$, which reverses the sign. Therefore
$$2ikp\,\delta r=-k^2\!\int\!\!\int\delta\epsilon\,E^2\,dx\,dz .$$
Each edge moves by $dw/2$ and adds a strip with $\delta\epsilon=D\equiv\epsilon_L-1$. Because $E$ is continuous and even in $x$, the two strips contribute equally, and
$$\frac{dr}{dw}=\frac{ikD}{2p}\int_0^hE(w/2,z)^2\,dz,\qquad \frac{dR}{dw}=2\,\mathrm{Re}\Big(r^*\frac{dr}{dw}\Big).$$
The specular wave thus responds to an edge displacement through the field at that edge. Numerical differentiation of the full solution confirms this formula in the example below.

There is a limit in which the author's pessimism is partly justified. If $kh\ll1$, the field at the lines is nearly $1+r$, with $r$ nearly the real amplitude of the bare substrate. Then $dr/dw$ is imaginary at first order in $kh$, and $dR/dw$ vanishes at that order. It starts no earlier than $(kh)^2$, while for $n_s\ne1$ the reflectance $R$ tends to a nonzero constant. The counting noise then stays finite as the signal falls, so at fixed geometry and photon number the width uncertainty grows at least as $\lambda^2$. The wavelength affects the signal strength, but it is not a lower bound on the uncertainty.

**From sensitivity to precision**

Let each energy channel $j$ receive a Poisson number of photons with known mean $N$. The reflected counts $n_j$ are independent and Poisson, with mean $NR_j$. For parameters $\theta_a$, such as $w$ and $h$, the derivative of the log-likelihood is
$$s_a=\sum_j\Big(\frac{n_j}{R_j}-N\Big)\partial_aR_j .$$
Its mean is zero. Since the variance of $n_j$ is $NR_j$, its covariance is
$$F_{ab}=\langle s_as_b\rangle=\sum_jN\,\frac{\partial_aR_j\,\partial_bR_j}{R_j}.$$
For an unbiased estimator $\hat\theta_a$, differentiating $\langle\hat\theta_a\rangle=\theta_a$ gives $\langle\hat\theta_as_b\rangle=\delta_{ab}$. The variance of $\hat\theta_a-\sum_b(F^{-1})_{ab}s_b$ cannot be negative, so
$$\mathrm{Var}\,\hat\theta_a-2(F^{-1})_{aa}+(F^{-1})_{aa}\ge0\quad\Rightarrow\quad\mathrm{Var}\,\hat\theta_a\ge(F^{-1})_{aa}.$$
Because $F\propto N$, the bound on the standard deviation falls as $N^{-1/2}$. This requires $F$ to be invertible: the spectral changes caused by the fitted parameters must be linearly independent.

**Numbers for the author's case**

I take $w=400$ Å, $h=1500$ Å, $\epsilon_L=\epsilon_s=6.25$, nine energies from 2 to 4 eV, and $N=10^6$. These are model parameters, not a named material. The period is also below the shortest wavelength in the substrate, 1240 Å, so at normal incidence the substrate carries no second propagating order.

At 3.50 eV, $R=0.04454$ and $dR/dw=6.648\times10^{-4}$ Å$^{-1}$. This channel contributes
$$10^6\,\frac{(6.648\times10^{-4})^2}{0.04454}=9.92\ \text{Å}^{-2}$$
to $F_{ww}$. All nine channels, in order of energy, give
$$F_{ww}=0.46+0.01+0.32+1.44+1.92+0.35+9.92+6.94+1.83=23.2\ \text{Å}^{-2}.$$
With known height the bound is $1/\sqrt{23.2}=0.21$ Å. The derivative $dR/dw$ changes sign between 2.25 and 2.50 eV and again between 3.00 and 3.25 eV. A single channel at a zero would give no first-order width information, which is one reason to use a spectrum.

If the height is fitted too, inversion of the $2\times2$ matrix gives
$$\sigma_w=\frac{1}{\sqrt{F_{ww}(1-\rho^2)}},\qquad \rho=-\frac{F_{wh}}{\sqrt{F_{ww}F_{hh}}}.$$
Here $\rho=-0.903$, so $\sigma_w=0.208/\sqrt{1-0.903^2}\approx0.48$ Å. A wider, lower line partly imitates the original, but not at every energy: the ratio of $dR/dw$ to $dR/dh$ is 0.86 at 3.00 eV and 2.01 at 3.50 eV.

The shortest wavelength is about 6400 times this uncertainty. Maximum-likelihood fits to simulated counts scatter by 1.55, 0.474 and 0.152 Å for $N=10^5$, $10^6$ and $10^7$. The corresponding bounds are 1.53, 0.483 and 0.153 Å. The small differences, of either sign, are consistent with a finite number of simulations.

**Is the width unique?**

A small local uncertainty does not exclude a distant second solution. To see how one can arise, consider periods much shorter than the wavelength. Let $f=w/p$ and let $\bar\epsilon=1+fD$ be the mean permittivity. The lowest lateral mode $v$ obeys $v''+k^2\epsilon v=q^2v$. Put $v=1+k^2u+k^4u_2+\dots$, with $u$ of zero mean, and $q^2=k^2(\bar\epsilon+k^2\eta+\dots)$. Order $k^2$ gives $u''=\bar\epsilon-\epsilon$. Averaging order $k^4$ over a period gives
$$\eta=\langle(\epsilon-\bar\epsilon)u\rangle=-\langle u''u\rangle=\langle u'^2\rangle .$$
The function $u'$ is piecewise linear with zero mean. Its slope is $-D(1-f)$ across the line, so its total range is $Df(1-f)p$. Such a wave has mean square equal to its range squared over 12. Hence, to this order,
$$\epsilon_{\rm eff}=\frac{q^2}{k^2}=1+fD+\frac{(kp)^2D^2f^2(1-f)^2}{12}.$$
At 3 eV this gives 3.406, against 3.413 from the mode equation without expansion and 3.100 from the mean alone.

Treat the lines as a film of index $n=\sqrt{\epsilon_{\rm eff}}$, with $\delta=nkh$. Starting from $E=1$ and $E'/(ik)=n_s$ at the substrate, propagation back to the top gives
$$E=\cos\delta-i\frac{n_s}{n}\sin\delta,\qquad \frac{E'}{ik}=n_s\cos\delta-in\sin\delta .$$
Since $r=(E-E'/ik)/(E+E'/ik)$ at the top,
$$R=\frac{(1-n_s)^2\cos^2\delta+(n_s/n-n)^2\sin^2\delta}{(1+n_s)^2\cos^2\delta+(n_s/n+n)^2\sin^2\delta}.$$
Replacing $n$ by $n_s/n$ at fixed $\delta$ leaves $R$ unchanged. If the mean permittivity is used at every energy, the twin film has permittivity $6.25/3.10=2.016$. This corresponds to $w=1000(2.016-1)/5.25=194$ Å and $h=1500(3.10/2.5)=1860$ Å. In that approximation the two structures have identical spectra, however many photons are counted.

The full grating model separates them here. Fits from many starting points, with widths bounded to 50–950 Å and heights to 900–2600 Å and kept outside a central region around the true parameters, find their best rival at $w=130$ Å, $h=2129$ Å. I conjecture that this is the displaced twin. Its noise-free misfit is $\chi^2\approx2200$, where $\chi^2=\sum_jN(\Delta R_j)^2/R_j$. This scales with $N$: at $N=10^3$ it would be about 2, too small to separate the two structures reliably without independent knowledge of the height. A search of this kind supports uniqueness but does not prove it.

**The objection that should replace the author's**

Suppose the fitted model predicts $R_j+\Delta R_j$ at the true parameters. For a fit weighted by $N/R_j$, the shift $\delta\theta$ satisfies, to first order,
$$\sum_jN\frac{\partial_aR_j}{R_j}\Big(\Delta R_j+\sum_b\partial_bR_j\,\delta\theta_b\Big)=0,$$
$$\delta\theta_a=-\sum_b(F^{-1})_{ab}\sum_jN\frac{\partial_bR_j\,\Delta R_j}{R_j}.$$
The factors of $N$ cancel, so more photons do not remove the bias.

Let the assumed line permittivity be 1% too high, 6.3125. Keeping $wD$ fixed, as the mean permittivity suggests, gives $\delta w\approx-400(0.0625)/5.25=-4.8$ Å. The first-order formula gives $-6.7$ Å and a complete refit $-6.2$ Å, about 13 times $\sigma_w$. The refit has a noise-free $\chi^2$ of 2.5. Counting noise with nine data and two parameters contributes about 7, with a spread near $\sqrt{14}\approx3.7$, so at this photon number the quality of the fit would usually not reveal the error. The misfit grows in proportion to $N$, so a much larger count could reveal it. Fitting the permittivity as well removes this particular bias, but raises the width bound to 4.0 Å.

Cruder optics can do more damage. A film with the mean permittivity, fitted by starting at the true parameters, returns a width 91 Å too large, with $\chi^2\approx5600$. By the exchange of $n$ and $n_s/n$, its twin at $w=142$ Å, $h=2136$ Å fits equally well, so this model cannot choose between the two without independent knowledge of the height. The second-order film reduces the error to 3.9 Å, still eight times $\sigma_w$, with $\chi^2\approx80$. Both failures would be visible in the residuals at this photon number.

**Recommendation.** The author should keep the statement about the image and withdraw the inferred bound on width precision. Nine reflectances can estimate a few parameters of an assumed profile; they cannot determine an arbitrary one. The 0.48 Å found here is a counting-noise bound within this model. It omits roughness, sloping sidewalls, absorption, the variation of permittivity with photon energy, finite spot size and calibration error, each of which needs its own assessment before a measured width is given that uncertainty. The full spectrum and fit results are in the numerical output below.

## Computed values

```
period, width, height = 1000, 400, 1500 angstrom
permittivity of line, substrate = 6.25, 6.25
incident photons per channel = 1e+06
shortest wavelength / 2 = 1549.8 angstrom
shortest wavelength / n_substrate = 1239.8 angstrom
E (eV), wavelength (angstrom), R, dR/dw, dR/dh (1/angstrom):
  2.00  6199.2  0.161278  +2.7334e-04  +1.9435e-04
  2.25  5510.4  0.183334  +3.5366e-05  +2.7254e-05
  2.50  4959.4  0.170056  -2.3238e-04  -1.9339e-04
  2.75  4508.5  0.124650  -4.2399e-04  -3.9002e-04
  3.00  4132.8  0.065422  -3.5451e-04  -4.1194e-04
  3.25  3814.9  0.028416  +1.0029e-04  -1.1972e-04
  3.50  3542.4  0.044537  +6.6477e-04  +3.3062e-04
  3.75  3306.2  0.102746  +8.4455e-04  +5.4649e-04
  4.00  3099.6  0.160155  +5.4196e-04  +3.8657e-04
mean permittivity = 3.1000
effective permittivity at 3 eV, second order = 3.4058
effective permittivity at 3 eV, exact mode = 3.4127
largest R difference, real space vs modal = 4.0e-05
width sigma, height known = 0.208 angstrom
width sigma, height fitted = 0.483 angstrom
height sigma, width fitted = 0.699 angstrom
width-height correlation = -0.903
width sigma, height and line permittivity fitted = 3.974 angstrom
shortest wavelength / width sigma = 6420
photons, predicted and simulated width sigma (angstrom):
  1e+05  1.5268  1.5482
  1e+06  0.4828  0.4742
  1e+07  0.1527  0.1524
film twin: width, height = 193.5, 1860.0 angstrom
best rival: width, height = 129.8, 2128.6 angstrom
best rival chi-squared = 2199
assumed wrong line permittivity = 6.3125
resulting width, height bias = -6.21, +0.19 angstrom
first-order width bias = -6.69 angstrom
simple-mixture width bias = -4.76 angstrom
chi-squared of that wrong fit = 2.51 (9 data, 2 parameters)
width bias, mean-permittivity film = +91.00 angstrom
width bias, second-order film = +3.85 angstrom
chi-squared of the two film fits = 5644, 80
width error from Fourier truncation = -0.0150 angstrom
```
